# Why Relaxed and Unrelaxed Coupled-Cluster Dipoles Differ, and When They Agree

**Question**

I compute the CCSD dipole of a closed-shell molecule in two ways. In the first, I solve the amplitude and $\Lambda$ equations without a field, build the one-particle density and contract it with the dipole integrals. In the second, I add a small electric field to the Hamiltonian, repeat the whole calculation, Hartree–Fock included, and differentiate the energy numerically.

I took the first number to be the "unrelaxed" dipole, the second to be the "relaxed" one, and the two to be the same quantity. They disagree, and tighter convergence does not help. Doesn't $\Lambda$ already account for the response to the field? And is it true that the two agree only for full CI?

**Answer**

$\Lambda$ accounts for the response of the amplitudes, not for that of the orbitals. Your two numbers are derivatives of two different energy functions, and for truncated coupled cluster they generally differ. Full CI with all electrons correlated makes them equal, but it is not the only case that does.

**Two energy functions**

I use Hartree atomic units, real closed-shell orbitals, a basis that does not depend on the field, and a neutral molecule, so that the origin does not matter. Indices $i,j$ denote occupied orbitals, $a,b$ virtual ones, and $p,q,r,s,t$ any. All electrons are correlated unless I say otherwise.

In a field $F$ along $z$ the Hamiltonian is $H(F)=H-F\mu_z$. An electron has charge $-1$, so the one-electron integrals become $h_{pq}+Fz_{pq}$, and the nuclei add $-F\mu_{\rm nuc}$. The dipole is

$$\mu=-\left.\frac{dE}{dF}\right|_{F=0}.$$

The coupled-cluster energy also depends on the orbitals that define the reference determinant. Write rotated orbitals as $C\,e^{K}$, where $C$ holds the field-free Hartree–Fock orbitals and $K$ is antisymmetric, with $K_{ai}=\kappa_{ai}=-K_{ia}$. Rotations among the occupied orbitals, or among the virtual ones, are not needed: they leave the reference unchanged up to a sign and map each excitation rank onto itself, so the coupled-cluster energy stays the same.

Call the energy $E(F,\kappa)$, with the amplitudes solved at each $F$ and $\kappa$.

- The unrelaxed dipole differentiates $E(F,0)$: the orbitals are frozen, the amplitudes respond.
- The relaxed dipole differentiates $E(F,\kappa(F))$, where $\kappa(F)$ gives the Hartree–Fock orbitals in the field.

With $g_{ai}=\partial E/\partial\kappa_{ai}$ and $U_{ai}=d\kappa_{ai}/dF$, both at zero field, the chain rule gives

$$\mu_{\rm rel}=\mu_{\rm unrel}-\sum_{ai}g_{ai}U_{ai}. \tag{1}$$

The two dipoles agree when the sum vanishes, and not otherwise.

**What $\Lambda$ does**

Let $\bar H=e^{-T}He^{T}$. The coupled-cluster equations are

$$E=\langle0|\bar H|0\rangle,\qquad \langle\nu|\bar H|0\rangle=0,$$

where $\nu$ runs over the excited determinants kept in the method. Add the second set to the energy with multipliers $\lambda_\nu$:

$$L=\langle0|\bar H|0\rangle+\sum_\nu\lambda_\nu\langle\nu|\bar H|0\rangle=\langle0|(1+\Lambda)\bar H|0\rangle,$$

with $\langle0|\Lambda=\sum_\nu\lambda_\nu\langle\nu|$. At the solution $L=E$. Stationarity in $\lambda_\nu$ returns the amplitude equations. Since excitation operators $\tau_\nu$ commute with $T$, stationarity in $t_\nu$ reads

$$\langle0|(1+\Lambda)[\bar H,\tau_\nu]|0\rangle=0, \tag{2}$$

which determines $\Lambda$. The derivative of $E$ with respect to any parameter in $H$ is therefore the explicit derivative of $L$: the terms with $dt_\nu/dF$ are multiplied by zero. The amplitudes do respond, but their response need not be computed.

Define the spin-summed operators $E_{pq}=\sum_\sigma p^\dagger_\sigma q_\sigma$ and $e_{pqrs}=\sum_{\sigma\tau}p^\dagger_\sigma r^\dagger_\tau s_\tau q_\sigma$, and the densities

$$D_{pq}=\langle0|(1+\Lambda)e^{-T}E_{pq}e^{T}|0\rangle,$$

$$\Gamma_{pqrs}=\langle0|(1+\Lambda)e^{-T}e_{pqrs}e^{T}|0\rangle.$$

Only the parts with the permutation symmetry of the real integrals contribute to the energy, so take $D$ and $\Gamma$ to be symmetrized. Then

$$L=E_{\rm nuc}-F\mu_{\rm nuc}+\sum_{pq}(h_{pq}+Fz_{pq})D_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\Gamma_{pqrs}. \tag{3}$$

The explicit derivative with respect to $F$, with a minus sign, is your first number:

$$\mu_{\rm unrel}=\mu_{\rm nuc}-\sum_{pq}D_{pq}z_{pq}.$$

**The orbital gradient**

The same argument gives $g$. Keep the operators and determinant labels fixed and let the rotation act on the integrals. To first order $\delta\phi_p=\sum_t\phi_tK_{tp}$, hence

$$\delta h_{pq}=\sum_t\left(K_{tp}h_{tq}+h_{pt}K_{tq}\right).$$

Contracted with the symmetric $D$, the two terms are equal, which gives a factor 2. In $(pq|rs)$ there are four orbitals to vary, all giving equal terms, and $\tfrac12\times4=2$. So

$$\delta E=2\sum_{tp}K_{tp}X_{tp},\qquad X_{tp}=\sum_q h_{tq}D_{qp}+\sum_{qrs}(tq|rs)\Gamma_{pqrs}.$$

Each $\kappa_{ai}$ occurs twice, as $K_{ai}=\kappa_{ai}$ and $K_{ia}=-\kappa_{ai}$:

$$g_{ai}=2(X_{ai}-X_{ia}). \tag{4}$$

Hartree–Fock makes its own energy stationary to these rotations. Nothing in the CCSD equations does so for the CCSD energy.

**The orbital response**

The orbitals in the field satisfy the Brillouin condition $f_{ai}=0$, with

$$f_{pq}=h_{pq}+Fz_{pq}+\sum_j\left[2(pq|jj)-(pj|qj)\right].$$

Expand $f_{ai}$ to first order, using $\delta\phi_i=\sum_b\phi_b\kappa_{bi}$ and $\delta\phi_a=-\sum_j\phi_j\kappa_{aj}$. The field-free Fock matrix is diagonal, so the change of the outer orbitals $a$ and $i$ gives

$$\sum_b f_{ab}\kappa_{bi}-\sum_j\kappa_{aj}f_{ji}=(\varepsilon_a-\varepsilon_i)\kappa_{ai}.$$

The summed orbital $j$ appears twice in each two-electron term. Its change gives

$$\sum_{bj}\left[4(ai|bj)-(ab|ij)-(aj|bi)\right]\kappa_{bj}.$$

Adding the explicit term $Fz_{ai}$, setting the total to zero and inserting $\kappa=FU$, we obtain

$$\sum_{bj}A_{ai,bj}U_{bj}=-z_{ai}, \tag{5}$$

$$A_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+4(ai|bj)-(ab|ij)-(aj|bi).$$

This requires $A$ to be invertible. If an eigenvalue of $A$ approaches zero and $z_{ai}$ has a component along its eigenvector, $U$ becomes very large. This concerns instabilities towards real, spin-restricted rotations. The instability towards an unrestricted solution, met on stretching a bond, belongs to a different matrix and need not make $A$ singular.

Equation (5) needs one solution per field direction. Since $A$ is symmetric, one can instead solve $AZ=-g$ once. Then

$$-g\cdot U=g\cdot A^{-1}z=(A^{-1}g)\cdot z=-Z\cdot z,$$

$$\mu_{\rm rel}=\mu_{\rm unrel}-\sum_{ai}Z_{ai}z_{ai}.$$

This is the Z-vector form. It adds an occupied–virtual block to the density and reproduces your second number without a finite field.

**Why full CI removes the difference**

Suppose the excited determinants $\nu$ include all of them. Then $\langle\nu|\bar H|0\rangle=0$ for every $\nu$ means $\bar H|0\rangle=E|0\rangle$, so $|R\rangle=e^T|0\rangle$ is a right eigenvector of $H$. Equation (2) now gives

$$\langle0|(1+\Lambda)\bar H\tau_\nu|0\rangle=\langle0|(1+\Lambda)\tau_\nu\bar H|0\rangle=E\langle0|(1+\Lambda)\tau_\nu|0\rangle.$$

Together with $\langle0|(1+\Lambda)\bar H|0\rangle=E$, this covers the complete determinant basis. Hence $\langle\mathcal L|=\langle0|(1+\Lambda)e^{-T}$ is a left eigenvector of $H$ with the same energy.

An orbital rotation changes the Hamiltonian to first order by $[H,\hat\kappa]$, with $\hat\kappa=\sum_{pq}K_{pq}E_{pq}$. The energy change is

$$\langle\mathcal L|[H,\hat\kappa]|R\rangle=(E-E)\langle\mathcal L|\hat\kappa|R\rangle=0.$$

So $g=0$. In plainer terms, the full determinant space is the same whichever orbitals are used to build it. In CCSD the projections of $\bar H|0\rangle$ on higher excitations generally do not vanish, and the proof stops at its first step.

**Why "only for full CI" is too strong**

Equation (1) requires $g\cdot U=0$, which can happen in other ways.

- *Hartree–Fock itself.* With $T=\Lambda=0$ the density has no virtual index, so $X_{ia}=0$, while $X_{ai}=2f_{ai}$. Thus $g_{ai}=4f_{ai}=0$, although Hartree–Fock is far from full CI.
- *Orbital-optimized coupled cluster.* Let $C$ hold orbitals chosen to make $L$ stationary, in place of the Hartree–Fock ones, and let $U$ be their response to the field. Then $g=0$ by construction, and the sum in (1) vanishes for any finite $U$.
- *Symmetry or accident.* A dipole component that symmetry forces to vanish is zero in both versions. Equation (1) also leaves room for an accidental cancellation among terms of both signs, though no such case is shown here.

The word "full" also needs care. Full CI among the valence electrons with a frozen core is not the full limit. The field mixes core orbitals with valence and virtual ones, and this changes the correlated space itself. Equation (1) must then include core–valence rotations too, and the two dipoles generally differ.

**Numbers for the HF molecule**

Take HF with a bond length of 1.75 bohr, F at the origin and H on the positive $z$ axis, so a positive dipole points from F to H. The basis is 6-31G on F and STO-3G on H. It gives 5 occupied and 5 virtual orbitals, small enough for full CI. That is a reference within this basis, not a prediction of experiment: basis-set error, relativity and vibration are left out.

| Method | Unrelaxed (a.u.) | Relaxed (a.u.) |
|---|---:|---:|
| Hartree–Fock | 0.84032 | 0.84032 |
| CCD | 0.82870 | 0.80857 |
| CCSD | 0.80512 | 0.80666 |

The full-CI dipole, from its density, is 0.80524 a.u. Its orbital correction is about $2\times10^{-7}$ a.u., zero to the convergence of the calculation.

For CCSD, the orbital term computed from (4) and (5) is $-g\cdot U=0.001542$ a.u., so

$$0.805115+0.001542=0.806657\ \text{a.u.}$$

The finite-field calculation with reoptimized orbitals gives the same value to the digits shown. In debye, the unrelaxed and relaxed dipoles are 2.046 and 2.050. The gap is 0.19% of the unrelaxed dipole: small, but far above the numerical error. Neither the dipoles nor the gap are converged in the basis. At the same bond length the unrelaxed and relaxed CCSD dipoles are 0.722 and 0.726 a.u. in cc-pVDZ, a gap of 0.45%, and 0.709 and 0.715 a.u. (1.80 and 1.82 debye) in aug-cc-pVDZ, a gap of 0.92%.

In the small basis the gap is small although the orbitals respond appreciably. The norms of $U$ and $g$ are 0.993 and 0.0127, whose product, 0.0126, is the largest magnitude that $g\cdot U$ could have. The actual magnitude is about 12% of this, because the two vectors are far from parallel.

The small gap is also connected with the single excitations. Acting on the reference, $e^{T_1}$ produces another determinant, with occupied orbitals $\phi_i+\sum_a t_i^a\phi_a$ before normalization. Singles can therefore take over much of the orbital relaxation even when the reference is frozen. They do not take over all of it, because CCSD still truncates the correlation built on that determinant. CCD has no singles, and its gap is

$$0.808565-0.828701=-0.020136\ \text{a.u.},$$

about 13 times the CCSD gap in magnitude. This factor compares gaps, not gradients. The CCD gradient was not computed; since $U$ is the same for both methods, the gap shows only that its norm is at least $0.020136/0.993\approx0.020$, against 0.0127 for CCSD. Relaxation brings CCD much closer to full CI.

For CCSD the opposite happens here. The unrelaxed dipole is 0.00012 a.u. below full CI, the relaxed one 0.00142 a.u. above it. "Relaxed" therefore does not mean "more accurate". One molecule in one small basis does not show which version is better in general either.

With STO-3G on both atoms there is one virtual orbital. It can hold two electrons, so singles and doubles exhaust the excitations and CCSD is full CI. The relaxed and unrelaxed dipoles are both 0.448598 a.u. and differ by $1.5\times10^{-10}$ a.u., which indicates the numerical noise. Freezing the core raises the difference to $1.2\times10^{-7}$ a.u. This is negligible in practice for this case, but some 800 times the noise. It is also the remainder of a near cancellation: the core–valence rotations contribute $-1.60\times10^{-6}$ a.u. and the core–virtual one $+1.73\times10^{-6}$ a.u.

**Which one to report**

State which derivative you took. If the field is added before the Hartree–Fock step, a finite-field calculation gives the relaxed dipole. If it is added afterwards, with the field-free orbitals kept, it gives the unrelaxed one. In that case the reference is no longer a Hartree–Fock solution in the field, so the coupled-cluster code must keep the occupied–virtual Fock elements.

The relaxed dipole is the slope of the energy that an ordinary calculation returns in a field, so it is the one to compare with such energies. The unrelaxed dipole is a legitimate property of the field-free coupled-cluster state, and it needs no orbital-response equations. The numerical check compares both with independent finite-field derivatives.

## Values computed for the example and the checks

```
bond length: 1.75 bohr
field step: 0.002 a.u.
HF molecule, 6-31G on F, STO-3G on H, all electrons correlated
occupied, virtual orbitals: 5, 5
FCI determinants: 63504
Hartree-Fock energy: -99.967782 hartree
CCSD energy: -100.099132 hartree
FCI energy: -100.100155 hartree
Hartree-Fock dipole, frozen orbitals: 0.840318 a.u.
Hartree-Fock dipole, reoptimized: 0.840318 a.u.
CCSD unrelaxed, finite field: 0.805115 a.u.
CCSD unrelaxed, density: 0.805115 a.u.
CCSD relaxed, finite field: 0.806657 a.u.
CCSD relaxed, Z-vector: 0.806657 a.u.
CCSD orbital correction -g.U: 0.001542 a.u.
slope g.U by orbital rotation: -0.001542 a.u.
CCSD unrelaxed dipole: 2.0464 debye
CCSD relaxed dipole: 2.0503 debye
FCI dipole: 0.805238 a.u.
FCI dipole: 2.0467 debye
CCSD unrelaxed minus FCI: -0.000123 a.u.
CCSD relaxed minus FCI: 0.001418 a.u.
norm of orbital response U: 0.9929 a.u.
norm of CCSD orbital gradient: 1.272e-02 hartree
norm of FCI orbital gradient: 6.9e-07 hartree
FCI orbital correction -g.U: 1.9e-07 a.u.
CCD unrelaxed dipole: 0.828701 a.u.
CCD relaxed dipole: 0.808565 a.u.
CCD relaxed minus unrelaxed: -0.020136 a.u.
CCD gap / CCSD gap, magnitudes: 13.06
HF molecule, STO-3G on both atoms, one virtual orbital
CCSD energy: -98.59820134 hartree
FCI energy: -98.59820134 hartree
CCSD unrelaxed dipole: 0.448598 a.u.
CCSD relaxed dipole: 0.448598 a.u.
FCI dipole: 0.448598 a.u.
all-electron relaxed minus unrelaxed: 1.5e-10 a.u.
frozen-core unrelaxed dipole: 0.4486667 a.u.
frozen-core relaxed dipole: 0.4486668 a.u.
frozen-core relaxed minus unrelaxed: 1.24e-07 a.u.
```
